# Comment on a plasmon dispersion derived from the Thomas-Fermi pressure

## The argument under review

The argument concerns a three-dimensional electron gas at zero temperature, on a rigid neutralizing background and without collisions. It treats the gas as a charged fluid, takes the pressure from Thomas-Fermi theory, and finds the long-wave plasmon

\[
\omega^2=\omega_p^2+\tfrac13 v_F^2q^2 .
\]

It then identifies this with the plasmon of the random-phase approximation (RPA), in which electrons respond as independent particles to the Hartree field. The coefficient matters for the loss function, because a plasmon peak lies where the dielectric function vanishes.

The derivation combines conservation laws, an electrostatic force and an equation of state. I examine them separately, since the first two hold under wider conditions than the third.

## The conservation laws are sound

Let \(n\) be the mean density, \(\delta n\) its small change, \(\mathbf u\) the mean velocity, \(U\) the potential energy of an electron in the Hartree field, and \(\delta P_{ij}\) the change in the kinetic stress, which is the flux of momentum. To first order,

\[
\partial_t\delta n+n\,\partial_iu_i=0,\qquad
nm\,\partial_tu_i=-\partial_j\delta P_{ij}-n\,\partial_iU .
\]

In Gaussian units Poisson's equation is \(\nabla^2U=-4\pi e^2\delta n\): extra electrons raise the potential energy of other electrons. Differentiate the continuity equation in time and insert the momentum equation:

\[
\partial_t^2\delta n=\frac1m\partial_i\partial_j\delta P_{ij}+\frac nm\nabla^2U
=\frac1m\partial_i\partial_j\delta P_{ij}-\omega_p^2\delta n,
\qquad \omega_p^2=\frac{4\pi ne^2}{m}.
\]

For a wave \(e^{i(qz-\omega t)}\), two time derivatives give \(-\omega^2\) and two space derivatives give \(-q^2\). Hence

\[
\omega^2=\omega_p^2+\frac{q^2}{m}\frac{\delta P_{zz}}{\delta n}. \tag{1}
\]

No equation of state has entered. I write the long-wave result as \(\omega^2=\omega_p^2+\beta^2q^2\), so that \(\beta^2=\delta P_{zz}/(m\,\delta n)\) at leading order. The whole question is how the stress responds.

The argument answers with the equilibrium pressure. The mean kinetic energy in a filled Fermi sphere is \(\tfrac35E_F\), and the pressure is two thirds of the kinetic energy density:

\[
P=\tfrac25nE_F=\tfrac15nmv_F^2 .
\]

Since \(v_F\propto n^{1/3}\), we have \(P\propto n^{5/3}\) and

\[
\frac{\delta P}{\delta n}=\frac{5P}{3n}=\frac{mv_F^2}{3}.
\]

Equation (1) then gives \(\beta^2=v_F^2/3\). The algebra is correct. The assumption is that, at every instant of the oscillation, the occupied states form a sphere whose radius is set by the local density. Does a collisionless gas do this at the plasma frequency?

## What the Fermi surface does

The collisionless kinetic equation decides the matter. Let \(f_0\) be the equilibrium occupation, \(f_0'\) its derivative with respect to energy, and \(f_1\) the small change. Because \(\partial f_0/\partial\mathbf p=\mathbf v f_0'\),

\[
\partial_tf_1+\mathbf v\cdot\nabla f_1-f_0'\,\mathbf v\cdot\nabla U=0 .
\]

At zero temperature \(-f_0'\) is concentrated on the Fermi surface. Write \(f_1=-f_0'\,\nu(c)\), with \(c=\cos\theta\) measured from the wave vector. The function \(\nu\) is the energy by which the surface moves outward in direction \(\theta\). Inserting the plane wave and dividing by \(-f_0'\) gives

\[
-i\omega\nu+iqv_Fc\,(\nu+U)=0
\quad\Longrightarrow\quad
\nu=U\,\frac{sc}{1-sc},\qquad s=\frac{qv_F}{\omega}. \tag{2}
\]

The size of \(s\) separates two regimes.

**Slow fields, \(s\to\infty\).** Equation (2) gives \(\nu\to-U\) in all directions except a band around \(c=0\), whose width shrinks as \(1/s\). The surface remains a sphere, even without collisions: electrons cross many wavelengths while the field changes and settle into the local potential. With the level density

\[
N=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{3n}{mv_F^2},
\]

the density change is \(\delta n=-NU\). The fluid gives the same result: static force balance, \(0=-\nabla\delta P-n\nabla U\), with \(\delta P=m\beta^2\delta n\), yields \(\delta n=-nU/(m\beta^2)\), which equals \(-NU\) when \(\beta^2=v_F^2/3\). The Thomas-Fermi closure is therefore right for long-wave static screening.

**Fast fields, \(s\ll1\).** This is the regime of the long-wave plasmon, since \(\omega\approx\omega_p\gg qv_F\). Now

\[
\nu=U\left(sc+s^2c^2+s^3c^3+\dots\right).
\]

The first term displaces the sphere as a whole. It carries the current, but being odd in \(c\) it changes neither the density nor the stress. The second term does both. The angular average of \(c^2\) is \(1/3\), so

\[
\delta n=\tfrac13NUs^2
\quad\Longrightarrow\quad
Us^2=\frac{3\,\delta n}{N}=mv_F^2\,\delta,\qquad \delta=\frac{\delta n}{n}.
\]

The even part of the displacement is thus \(\nu=mv_F^2\,\delta\,c^2\), with corrections smaller by \(s^2\). Dividing by \(\hbar v_F\) converts it to a change of Fermi wave vector:

\[
\delta k_F(\theta)=k_F\,\delta\cos^2\theta . \tag{3}
\]

This is not a larger sphere. The surface lengthens along the wave vector by the fraction \(\delta\) and keeps its transverse radius: to first order it is an ellipsoid.

Following one electron shows why. Let \(w=v_z-u\) be its velocity relative to the local flow. The field accelerates the electron and the surrounding flow equally at leading order, but the electron moves to places where the flow velocity differs. To first order in the wave this gives \(\dot w=-w\,\partial_zu\). Continuity gives \(\dot\delta=-\partial_zu\), so \(\dot w=w\dot\delta\), and \(w\) grows in proportion to \(1+\delta\). Compression along \(z\) raises the relative velocities along \(z\); nothing in a collisionless longitudinal wave passes that gain to the transverse directions.

## The stress that follows

To first order the kinetic stress is the sum of \(m v_iv_jf_1\) over states, because the contribution of the mean flow, \(nmu_iu_j\), is of second order. The factor \(-f_0'\) turns the sum into \(N\) times an angular average. With \(\overline{c^4}=1/5\),

\[
\delta P_{zz}=N\,mv_F^2\,\overline{c^2\,(mv_F^2\delta\,c^2)}
=\frac{3n}{mv_F^2}\,m^2v_F^4\,\frac{\delta}{5}
=\tfrac35nmv_F^2\,\delta=3P\delta .
\]

For a transverse direction \(v_x^2\) averages over azimuth to \(v_F^2(1-c^2)/2\), and

\[
\tfrac12\,\overline{(1-c^2)c^2}=\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15}
\quad\Longrightarrow\quad
\delta P_{xx}=\delta P_{yy}=\tfrac15nmv_F^2\,\delta=P\delta .
\]

Equation (1) now gives, for the collisionless plasmon in the RPA,

\[
\beta^2=\frac{\delta P_{zz}}{m\,\delta n}=\tfrac35v_F^2 . \tag{4}
\]

The mean of the three diagonal stresses is \((3+1+1)P\delta/3=\tfrac53P\delta\), just what the Thomas-Fermi pressure predicts. The argument has the right mean pressure. What it omits is the anisotropic remainder, \(3P\delta-\tfrac53P\delta=\tfrac43P\delta\), which contributes

\[
\frac{4P}{3nm}=\frac{4}{15}v_F^2
\]

to \(\beta^2\), and \(\tfrac13+\tfrac4{15}=\tfrac35\).

## The missing term is a shear modulus

A longitudinal wave changes shape as well as volume: a cube squeezed along one edge becomes a flat box. An isotropic elastic medium with bulk modulus \(K\), shear modulus \(G\) and displacement \(\boldsymbol\xi\) has

\[
\delta P_{ij}=-K\,\delta_{ij}\nabla\cdot\boldsymbol\xi
-G\left(\partial_i\xi_j+\partial_j\xi_i-\tfrac23\delta_{ij}\nabla\cdot\boldsymbol\xi\right).
\]

Here \(\delta_{ij}\) is the unit tensor. For displacement along \(z\), \(\partial_z\xi_z=-\delta\), so

\[
\delta P_{zz}=\left(K+\tfrac43G\right)\delta,\qquad
\delta P_{xx}=\left(K-\tfrac23G\right)\delta .
\]

Setting these equal to \(3P\delta\) and \(P\delta\) and subtracting gives \(2G=2P\). Therefore

\[
G=P,\qquad K=\tfrac53P .
\]

The same split appears in the shape of the surface. With \(P_2(c)=(3c^2-1)/2\), equation (3) reads

\[
\delta k_F=k_F\,\delta\left[\tfrac13+\tfrac23P_2(\cos\theta)\right].
\]

The first term, of angular order \(l=0\), is the enlarged sphere of Thomas-Fermi theory. The second, with \(l=2\), changes the shape at fixed volume and carries the shear stress.

An energy calculation gives \(G\) separately. Stretch the gas along \(z\) by a factor \(e^{\eta}\) and shrink it transversely by \(e^{-\eta/2}\), keeping the volume. By the rule found for \(w\), momenta scale inversely to lengths: the semi-axes of the occupied region become \(k_Fe^{-\eta}\) along \(z\) and \(k_Fe^{\eta/2}\) across it. Each direction initially holds one third of the kinetic energy density \(E_0=\tfrac32P\), so

\[
E(\eta)=\frac{E_0}{3}\left(e^{-2\eta}+2e^{\eta}\right)
=\frac{E_0}{3}\left(3+3\eta^2+\dots\right)=E_0(1+\eta^2+\dots).
\]

The linear terms, \(-2\eta\) and \(+2\eta\), cancel. The elastic energy of this strain is \(G(\eta^2+2\cdot\eta^2/4)=\tfrac32G\eta^2\). Equating it to \(E_0\eta^2=\tfrac32P\eta^2\) again gives \(G=P\).

This rigidity belongs to the fast regime. In the static limit the surface returns to a sphere, and the shear term is absent from the response to a static potential.

## A check that does not use the fluid picture

Equation (1) could be suspected of hiding a quantum correction of order \(q^2\). The Lindhard function settles this. Let \(D=\hbar qv_z+\hbar^2q^2/2m\) be the energy an electron gains when its wave vector rises by \(\mathbf q\). First-order perturbation theory for independent electrons gives \(\chi_0=\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\hbar\omega-D)\). In the term with \(f_{\mathbf k+\mathbf q}\), rename \(\mathbf k+\mathbf q\) as \(-\mathbf k\). The occupation becomes \(f_{-\mathbf k}=f_{\mathbf k}\) and \(D\) changes sign, so

\[
\chi_0=\sum_{\mathbf k}f_{\mathbf k}\left[\frac1{\hbar\omega-D}-\frac1{\hbar\omega+D}\right],
\]

where the sum includes spin and is taken per volume. Put \(a=qv_z\) and \(b=\hbar q^2/2m\), and reverse \(v_z\) in the second term, which the symmetric sphere permits:

\[
\chi_0=\frac n\hbar\left\langle\frac1{\omega-a-b}-\frac1{\omega-a+b}\right\rangle
=\frac{nq^2}{m}\left\langle\frac1{(\omega-a)^2-b^2}\right\rangle .
\]

The brackets denote an average over the filled sphere. The dielectric function is \(\epsilon=1-(4\pi e^2/q^2)\chi_0\), and its zero satisfies

\[
1=\omega_p^2\left\langle\frac1{(\omega-a)^2-b^2}\right\rangle .
\]

Expand for small \(a/\omega\) and \(b/\omega\), drop the odd averages, and multiply by \(\omega^2\):

\[
\omega^2=\omega_p^2\left[1+\frac{3\langle a^2\rangle+b^2}{\omega^2}
+\frac{5\langle a^4\rangle}{\omega^4}+O(q^6)\right].
\]

In a filled sphere \(\langle v_z^2\rangle=\tfrac13\cdot\tfrac35v_F^2=\tfrac15v_F^2\) and \(\langle v_z^4\rangle=\tfrac15\cdot\tfrac37v_F^4=\tfrac3{35}v_F^4\). In the \(q^2\) term, \(\omega_p^2/\omega^2\) must itself be expanded as \(1-\tfrac35q^2v_F^2/\omega_p^2\). Since \(\tfrac37-\tfrac9{25}=\tfrac{12}{175}\),

\[
\omega^2=\omega_p^2+\tfrac35v_F^2q^2
+\left(\frac{12}{175}\frac{v_F^4}{\omega_p^2}+\frac{\hbar^2}{4m^2}\right)q^4+O(q^6). \tag{5}
\]

The quantum recoil first enters at order \(q^4\), so it cannot account for the discrepancy at order \(q^2\).

## Could collisions rescue the argument?

One could reply that real electrons collide, and collisions restore the sphere. A simple model shows what this requires. Let collisions conserve number and momentum, and let every angular component with \(l\ge2\) decay at the rate \(\gamma\). With \(\nu=\sum_la_lP_l(c)\), equation (2) becomes

\[
\omega\nu=qv_Fc\,(\nu+U)-i\gamma\sum_{l\ge2}a_lP_l .
\]

Use \(cP_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)\) and collect the components \(l=0,1,2\):

\[
\omega a_0=\tfrac13qv_Fa_1,\quad
\omega a_1=qv_F\left(a_0+U+\tfrac25a_2\right),\quad
(\omega+i\gamma)a_2=qv_F\left(\tfrac23a_1+\tfrac37a_3\right).
\]

The term in \(a_3\) is smaller than \(a_2\) by order \(s^2\) and drops out at leading order. The first equation gives \(qv_Fa_1=3\omega a_0\), so the third gives \(a_2=2a_0\,\omega/(\omega+i\gamma)\). Multiply the second by \(qv_F/3\):

\[
\omega^2a_0=\tfrac13q^2v_F^2(a_0+U)+\tfrac4{15}q^2v_F^2\,\frac{\omega}{\omega+i\gamma}\,a_0 .
\]

Poisson's equation, \(q^2U=4\pi e^2Na_0\), gives \(U=3\omega_p^2a_0/(q^2v_F^2)\), and the term in \(U\) becomes \(\omega_p^2a_0\). Thus

\[
\beta^2=v_F^2\left[\frac13+\frac4{15}\,\frac{\omega}{\omega+i\gamma}\right],
\qquad \omega\approx\omega_p. \tag{6}
\]

For \(\gamma\ll\omega_p\) the coefficient is \(3/5\); for \(\gamma\gg\omega_p\) it tends to \(1/3\). In the latter limit the shear term becomes \(-\tfrac4{15}i\omega v_F^2/\gamma\). A fluid of viscosity \(\eta_v\) has the extra stress \(-\tfrac43\eta_v\partial_zu=-\tfrac43i\omega\eta_v\delta\), which adds \(-\tfrac43i\omega\eta_v/(nm)\) to \(\beta^2\). Comparison gives \(\eta_v=P/\gamma\): the modulus that stiffens the fast wave reappears as viscosity.

The numerical check diagonalizes the kinetic equation on an angular grid at \(qv_F/\omega_p=0.05\). For \(\gamma=\omega_p\) it gives \(\beta^2/v_F^2=0.467-0.133i\), as equation (6) does. It also isolates the cause. Relaxing \(l=2\) alone at \(1000\,\omega_p\) gives \(0.3333\); relaxing all \(l\ge3\) at that rate, with \(l=2\) left free, gives \(0.6000\).

The rescue therefore needs collisions much faster than the plasma oscillation, contrary to the argument's own premise.

## Size of the error in a model gas

Take \(r_s=4\), a round value not assigned to a material. In Hartree atomic units \(v_F=k_F=0.4798\) and \(\omega_p=0.2165\), or \(5.891\) eV. The density is \(n=3.730\times10^{-3}\) and the pressure is \(P=1.717\times10^{-4}\). The longitudinal modulus per particle is then

\[
\frac{K+\tfrac43G}{n}=\frac{3P}{n}=\frac{5.152\times10^{-4}}{3.730\times10^{-3}}=0.1381
=0.600\,v_F^2 .
\]

At \(q=0.10\) bohr\(^{-1}\), \(q^2v_F^2=0.002302\) and \(\omega_p^2=0.04688\). The two quadratic laws give

\[
\sqrt{0.04688+0.00138}=0.2197,\qquad
\sqrt{0.04688+0.00077}=0.2183
\]

hartree. The table compares them, in eV, with the zero of the numerically integrated Lindhard dielectric function.

| \(q\) (bohr\(^{-1}\)) | RPA | law with 3/5 | law with 1/3 |
|---|---|---|---|
| 0.05 | 5.9132 | 5.9131 | 5.9035 |
| 0.10 | 5.9797 | 5.9776 | 5.9395 |
| 0.20 | 6.2639 | 6.2290 | 6.0813 |

At \(q=0.10\) the RPA energy lies 0.088 eV above \(\omega_p\). The law with \(1/3\) gives 0.048 eV, or 54% of that shift, close to the leading-order ratio \((1/3)/(3/5)=5/9\). At this \(q\) the error of 0.040 eV is only 0.7% of the RPA plasmon energy (at \(q=0.20\) it is 2.9%), so a comparison of peak positions alone can hide a large error in the dispersion.

At \(q=0.20\) the law with \(3/5\) is itself 0.035 eV low. The \(q^4\) coefficient in equation (5) is 0.3275 atomic units. It adds \(0.3275\times0.0016=5.2\times10^{-4}\) to \(\omega^2\), which raises the energy by about 0.031 eV and accounts for most of the gap.

In the static limit the roles are reversed. At \(q=0.01\) bohr\(^{-1}\) and zero frequency, the numerical \(\chi_0\) gives \(-n/(m\chi_0)=0.3333\,v_F^2\). Using \(3/5\) there would reduce \(\chi_0\), the density response to a given total potential \(U\), to \(5/9\) of its value.

The collisional escape is also unrealistic for this gas. Its Fermi energy is \(0.4798^2/2=0.115\) hartree, while \(\hbar\omega_p=0.217\) hartree. Rates far above \(\omega_p\) would blur the levels by more than the Fermi energy, and a kinetic theory with a sharp Fermi surface would lose its basis. The limit \(1/3\) at the plasma frequency is here a property of the model equation.

## Corrections requested

Within the RPA, the coefficient \(v_F^2/3\) should be kept for long-wave (\(q\ll k_F\)) static screening and replaced by \(\tfrac35v_F^2\) for the collisionless plasmon. One constant \(\beta\) does not describe both. Without collisions the regime is set by the ratio \(s=qv_F/\omega\) in equation (2), and not by the frequency alone: at a fixed low frequency the coefficient is near \(3/5\) for \(s\ll1\) and approaches \(1/3\) for \(s\gg1\).

The range of validity should also be stated. The quadratic law with the coefficient of equation (4) requires \(qv_F\ll\omega_p\) and \(\gamma\ll\omega_p\). It also requires \(q\ll k_F\), since the recoil term in equation (5) is \(\tfrac5{12}(q/k_F)^2\) times the \(q^2\) term; this is the stricter of the two conditions on \(q\) when \(\omega_p/v_F>k_F\), that is for \(r_s\) above about 4.5, and at \(r_s=4\) the recoil already supplies 0.25 of the \(q^4\) coefficient 0.3275. At larger \(q\) the plasmon meets the electron-hole pairs, whose greatest energy is \(\hbar qv_F+\hbar^2q^2/2m\), and the expansion in \(a/\omega\) and \(b/\omega\) that led to equation (5) converges only slowly as \(a+b\) approaches \(\omega\) and diverges once \(a+b\) exceeds it. At \(r_s=4\) the meeting occurs near \(q=0.45\) bohr\(^{-1}\), where equation (5) gives 8.1 eV against the RPA value 8.7 eV. Exchange and correlation beyond the Hartree field are left out, as are the lattice and interband transitions. A local exchange-correlation potential \(v_{xc}(n)\), for instance, adds the force \(-n\nabla v_{xc}\) and hence \((n/m)(dv_{xc}/dn)\) to \(\beta^2\). This term is not small. Exchange alone, \(v_x=-k_F/\pi\) in atomic units, gives \(-k_F/3\pi=-0.22\,v_F^2\) at \(r_s=4\), and the local-density approximation with correlation gives about \(-0.25\,v_F^2\). The plasmon coefficient then falls to about \(0.35\,v_F^2\). Its closeness to \(1/3\) is an accident of this density: the value is about 0.48 at \(r_s=2\) and 0.28 at \(r_s=5\), and the same term lowers the static coefficient at \(r_s=4\) to about \(0.09\,v_F^2\). The energies in the table are therefore RPA reference values for this comparison, and not predictions for a metal.

## Numbers as computed

```
density parameter r_s = 4.0 bohr
density n = 3.730194e-03 bohr^-3
kF = vF = 0.47979 a.u.
plasma frequency = 0.21651 hartree = 5.8914 eV
Fermi pressure P = 1.71737e-04 a.u.
Deformed Fermi surface, by quadrature:
  sphere: (dP/dn)/vF^2 = 0.333333
  ellipsoid: (dP_zz/dn)/vF^2 = 0.600000
  ellipsoid: (dP_xx/dn)/vF^2 = 0.200000
  bulk modulus K/P = 1.66667
  shear modulus G/P = 1.00000
  shear part (4G/3)/(n vF^2) = 0.266667
RPA plasmon from the numerical Lindhard function:
  beta^2/vF^2 for q -> 0 = 0.599997
  q^4 coefficient at q = 0.02: 0.3279 a.u.
  q^4 coefficient, formula: 0.3275 a.u.
  q (1/bohr), q vF/wp, then energies in eV:
  RPA, law with 3/5, law with 1/3
  0.05  0.1108  5.9132  5.9131  5.9035
  0.10  0.2216  5.9797  5.9776  5.9395
  0.20  0.4432  6.2639  6.2290  6.0813
Static response at q = 0.01 1/bohr:
  chi0 = -0.048611 a.u.
  -n/(chi0 vF^2) = 0.333345
Kinetic equation at q vF/wp = 0.05:
  gamma/wp, Re and Im of beta^2/vF^2, then formula Re and Im
     0.0  0.60017 0.00000  0.60000 0.00000
     0.1  0.59753 -0.02643  0.59736 -0.02640
     1.0  0.46670 -0.13340  0.46667 -0.13333
    10.0  0.33597 -0.02641  0.33597 -0.02640
  1000.0  0.33333 -0.00027  0.33333 -0.00027
  Selective relaxation at rate 1000 wp, Re beta^2/vF^2:
    only l = 2 relaxed: 0.33333
    all l >= 3 relaxed: 0.60000
  collisionless mode, l=2 to l=0 amplitude: 2.00129
```
